\section*{Spin-mixing conductance: a lower bound and a free-electron Stoner interface}

\section{The problem}

A normal metal N touches a thick ferromagnet F with uniform magnetization. The potential conserves spin along the magnetization, so an up electron stays up and a down electron stays down. At the Fermi energy N has \(M\) propagating channels per spin. Let \(r_s^{nm}\) be the amplitude for an electron of spin \(s\) arriving in channel \(m\) to return in channel \(n\), and \(t_s^{lm}\) the amplitude to enter channel \(l\) of F. Channels carry unit flux, and both spins are referred to the same plane. Define
\begin{align}
G_s&=\frac{e^2}{h}\sum_{lm}|t_s^{lm}|^2,\\
G_{\rm mix}&=\frac{e^2}{h}\sum_{nm}\left[\delta_{nm}-r_\uparrow^{nm}(r_\downarrow^{nm})^*\right].
\label{def}
\end{align}

(a) Prove that \(\operatorname{Re}G_{\rm mix}\ge(G_\uparrow+G_\downarrow)/2\).

(b) Evaluate both parts of \(G_{\rm mix}\) for a sharp step between free-electron bands of equal mass, where the exchange splitting \(\Delta\) shifts the band of F by \(-\Delta/2\) for up and \(+\Delta/2\) for down relative to N.

(c) Decide when \(G_{\rm mix}\) approaches the Sharvin conductance per spin, \(G_{\rm Sh}=Me^2/h\).

\section{A tempting solution}

A spin perpendicular to the magnetization is an equal superposition of up and down. A measurement along the magnetization gives each result with probability one half. The up half enters F with the up transmission probability, and the down half with the down probability. The transverse spin lost by N should therefore be
\begin{equation}
G_{\rm mix}\stackrel{?}{=}\tfrac12(G_\uparrow+G_\downarrow).
\label{wrong}
\end{equation}
The inequality in (a) would hold as an equality, the imaginary part would vanish, and \(G_{\rm mix}\) would near \(G_{\rm Sh}\) only if both spins were well transmitted.

\section{Where it fails}

Take one channel and a barrier that reflects both spins completely, with \(r_\uparrow=1\) and \(r_\downarrow=-1\). Nothing is transmitted, so Eq.~\eqref{wrong} gives zero. The definition gives \(1-(1)(-1)=2\) in units of \(e^2/h\). The electron returns, but the relative sign of its spin components has changed, so its transverse spin is reversed. N has lost twice the incoming transverse spin.

The argument counted electrons where it should have counted spin. For an incoming spinor \((\alpha,\beta)\) in channel \(m\), the transverse spin is carried by the coherence \(\alpha\beta^*\). After reflection the coherence, summed over outgoing channels, is \(\alpha\beta^*\sum_n r_\uparrow^{nm}(r_\downarrow^{nm})^*\). The lost fraction is one minus that sum, and summing over incoming channels gives Eq.~\eqref{def}. The tempting solution replaced \(r_\uparrow r_\downarrow^*\) by \((|r_\uparrow|^2+|r_\downarrow|^2)/2\), which discards the difference between the two amplitudes.

\section{The inequality}

An incoming unit flux is either reflected or transmitted. Summed over incoming channels, this gives for each spin
\begin{equation}
\sum_{nm}|r_s^{nm}|^2+\sum_{lm}|t_s^{lm}|^2=M .
\label{flux}
\end{equation}
For complex numbers \(a,b\), expanding \(|a-b|^2=|a|^2+|b|^2-2\operatorname{Re}(ab^*)\) gives
\begin{equation}
\operatorname{Re}(ab^*)=\tfrac12\left(|a|^2+|b|^2-|a-b|^2\right).
\end{equation}
Insert this for every pair \(n,m\) in the real part of Eq.~\eqref{def}, using \(\sum_{nm}\delta_{nm}=M\):
\begin{align}
\frac{h}{e^2}\operatorname{Re}G_{\rm mix}
={}&\tfrac12\Big(M-\sum_{nm}|r_\uparrow^{nm}|^2\Big)
+\tfrac12\Big(M-\sum_{nm}|r_\downarrow^{nm}|^2\Big)\nonumber\\
&+\tfrac12\sum_{nm}|r_\uparrow^{nm}-r_\downarrow^{nm}|^2 .
\end{align}
By Eq.~\eqref{flux} the first two brackets are the transmission sums. Thus
\begin{equation}
\operatorname{Re}G_{\rm mix}=\frac{G_\uparrow+G_\downarrow}{2}
+\frac{e^2}{2h}\sum_{nm}|r_\uparrow^{nm}-r_\downarrow^{nm}|^2 .
\label{identity}
\end{equation}
The last term cannot be negative, which proves (a). Equality requires the two reflection matrices to be equal, phases included. The proof allows scattering between channels, so spin-conserving disorder does not spoil it. Spin-flip scattering does: then \(r_\uparrow\) and \(r_\downarrow\) no longer describe all reflected flux.

A second bound concerns the distance from \(G_{\rm Sh}\). Write \(g=G/G_{\rm Sh}\) and let \(R_s=1-g_s\) be the mean reflection probability. The Cauchy--Schwarz inequality gives
\begin{equation}
|g_{\rm mix}-1|=\frac1M\Big|\sum_{nm}r_\uparrow^{nm}(r_\downarrow^{nm})^*\Big|
\le\sqrt{R_\uparrow R_\downarrow}.
\label{bound}
\end{equation}
It is enough that one spin be transmitted almost perfectly. The returning electron then has almost no coherence, because one of its two components is missing. This condition is sufficient but not necessary, since the terms of the sum can also cancel.

\section{Amplitudes at the Stoner step}

A flat interface conserves the in-plane wave vector \(q\). With periodic boundaries on an area \(A\), each allowed \(q\) occupies \((2\pi)^2/A\), so the disk \(q<k_F\) contains
\begin{equation}
\frac{M}{A}=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}
\end{equation}
channels per spin and area. Let \(k=\sqrt{k_F^2-q^2}\) be the normal wave number in N and \(c=k^2/k_F^2\). The number of channels in a ring is proportional to \(q\,dq\), hence to \(|dc|\). Channels are therefore uniformly distributed over \(0<c<1\), and
\begin{equation}
g_{\rm mix}=1-\int_0^1 r_\uparrow(c)\,r_\downarrow^*(c)\,dc .
\label{average}
\end{equation}

In F, energy conservation reads \(\hbar^2(k_s^2+q^2)/2m=E_F\pm\Delta/2\), the upper sign for up. With \(w=\Delta/(2E_F)\) this is \(k_s^2/k_F^2=c\pm w\). The waves \(e^{ikx}+r_se^{-ikx}\) in N and \(\tau_se^{ik_sx}\) in F have equal values and slopes at \(x=0\):
\begin{equation}
1+r_s=\tau_s,\quad k(1-r_s)=k_s\tau_s
\ \Rightarrow\ r_s=\frac{k-k_s}{k+k_s}.
\end{equation}
Multiply numerator and denominator by \(k-k_s\). Since \((k^2-k_s^2)/k_F^2=\mp w\),
\begin{equation}
r_\uparrow=-\frac{(\sqrt{c+w}-\sqrt c)^2}{w},\qquad
r_\downarrow=\frac{(\sqrt c-\sqrt{c-w})^2}{w}.
\label{amps}
\end{equation}
For \(c<w\) the down wave decays in F, so \(\sqrt{c-w}=i\sqrt{w-c}\). Then \(|r_\downarrow|=1\), but the reflected wave has a phase that depends on \(c\).

\section{The integrals for \(0<w\le1\)}

Set \(c=w\sigma\) and \(L=1/w\). Equation~\eqref{amps} becomes \(r_\uparrow=-a\), with
\begin{align}
a&=2\sigma+1-2\sqrt{\sigma^2+\sigma},\\
r_\downarrow^*&=
\begin{cases}
2\sigma-1+2i\sqrt{\sigma(1-\sigma)},&\sigma<1,\\
2\sigma-1-2\sqrt{\sigma^2-\sigma},&\sigma>1,
\end{cases}
\end{align}
and \(g_{\rm mix}=1+w\int_0^L a\,r_\downarrow^*\,d\sigma\).

\subsection{Imaginary part}

The integrand has an imaginary part for \(\sigma<1\), the channels closed to down electrons. There \(\sqrt{\sigma(1-\sigma)}\sqrt{\sigma(1+\sigma)}=\sigma\sqrt{1-\sigma^2}\), so
\begin{align}
\operatorname{Im}g_{\rm mix}
=w\int_0^1\Big[&4\sigma\sqrt{\sigma(1-\sigma)}+2\sqrt{\sigma(1-\sigma)}\nonumber\\
&-4\sigma\sqrt{1-\sigma^2}\Big]d\sigma .
\end{align}
The integral of \(\sqrt{\sigma(1-\sigma)}\) is the area \(\pi/8\) of a half disk of radius \(1/2\). An extra factor \(\sigma\) multiplies it by the mean position \(1/2\), giving \(\pi/16\). The last integral is \(\int_0^1\sigma\sqrt{1-\sigma^2}\,d\sigma=1/3\). Therefore
\begin{equation}
\operatorname{Im}g_{\rm mix}=w\left(\frac\pi4+\frac\pi4-\frac43\right)
=w\left(\frac\pi2-\frac43\right).
\label{im}
\end{equation}
Exchanging the labels up and down in the definition reverses this sign.

\subsection{Real part}

Multiplying out \(a\operatorname{Re}r_\downarrow^*\) gives \(4\sigma^2-1-2(2\sigma-1)\sqrt{\sigma^2+\sigma}\) for all \(\sigma\), and for \(\sigma>1\) the additional terms \(-2(2\sigma+1)\sqrt{\sigma^2-\sigma}+4\sigma\sqrt{\sigma^2-1}\). Write \(2\sigma-1=(2\sigma+1)-2\) in the first root term and \(2\sigma+1=(2\sigma-1)+2\) in the second. The brackets are then derivatives of the radicands, and
\begin{align}
\int_0^L a\operatorname{Re}r_\downarrow^*d\sigma
={}&\tfrac43L^3-L-\tfrac43(L^2+L)^{3/2}\nonumber\\
&-\tfrac43(L^2-L)^{3/2}+\tfrac43(L^2-1)^{3/2}\nonumber\\
&+4(J_+-J_-),
\label{real}
\end{align}
where \(J_+=\int_0^L\sqrt{\sigma^2+\sigma}\,d\sigma\) and \(J_-=\int_1^L\sqrt{\sigma^2-\sigma}\,d\sigma\). Completing the square, \(\sigma^2\pm\sigma=(\sigma\pm\frac12)^2-\frac14\), gives
\begin{equation}
J_\pm=\frac{2L\pm1}{4}\sqrt{L^2\pm L}-\frac14\ln\!\left(\sqrt{L\pm1}+\sqrt L\right).
\end{equation}
Both expressions vanish at their lower limits. Now multiply Eq.~\eqref{real} by \(w\), put \(L=1/w\), and define \(p=\sqrt{1+w}\), \(m_w=\sqrt{1-w}\). The term \(-wL=-1\) cancels the leading 1 in \(g_{\rm mix}\). The cubic terms combine as \(1-p^3-m_w^3+p^3m_w^3=(1-p^3)(1-m_w^3)\). The result is
\begin{align}
\operatorname{Re}g_{\rm mix}={}&\frac{4(1-p^3)(1-m_w^3)}{3w^2}
+\frac{(2+w)p-(2-w)m_w}{w}\nonumber\\
&-w\ln\frac{1+p}{1+m_w}.
\label{re}
\end{align}

\subsection{Spin conductances}

For up electrons, \(a^2=8\sigma^2+8\sigma+1-4(2\sigma+1)\sqrt{\sigma^2+\sigma}\), so
\begin{align}
g_\uparrow&=1-w\left[\tfrac83L^3+4L^2+L-\tfrac83(L^2+L)^{3/2}\right]\nonumber\\
&=\frac{8(p^3-1)}{3w^2}-\frac4w .
\end{align}
For down electrons the closed interval contributes 1 to \(\int|r_\downarrow|^2d\sigma\). The open one has integrand \(8\sigma^2-8\sigma+1-4(2\sigma-1)\sqrt{\sigma^2-\sigma}\). The constants from the limits add to \(1-\frac83+4-1=\frac43\), hence
\begin{equation}
g_\downarrow=\frac{8(m_w^3-1)}{3w^2}+\frac4w-\frac{4w}{3}.
\end{equation}
At \(w=1\) this gives \(-\frac83+4-\frac43=0\), as it must when the down band of F starts at the Fermi energy.

\section{Weak and strong exchange}

For small \(w\), the three terms of Eq.~\eqref{re} expand as \(-3+7w^2/16\), \(4+O(w^4)\) and \(-w^2/2\). With \(p^3+m_w^3=2+3w^2/4+O(w^4)\) for the mean conductance,
\begin{align}
\operatorname{Re}g_{\rm mix}&=1-\frac{w^2}{16}+O(w^4),\\
\frac{g_\uparrow+g_\downarrow}{2}&=1-\frac{2w}{3}+O(w^2).
\end{align}
The mean falls linearly because a fraction \(w\) of the channels is closed to down electrons and nearby grazing channels reflect strongly. These channels also affect \(\operatorname{Re}g_{\rm mix}\), but in two directions. In the closed ones, \(a\) decreases with \(\sigma\) while \(2\sigma-1\) is odd about \(\sigma=1/2\), so their net contribution is negative. In the open ones \(r_\uparrow<0<r_\downarrow\), so \(-r_\uparrow r_\downarrow\) is positive. The expansion shows that the two contributions cancel at order \(w\).

For \(w>1\) all channels are closed to down electrons and the upper limit \(L\) is below 1. When \(w\gg1\), \(\sigma\) is small throughout, with \(a\simeq1-2\sqrt\sigma\) and \(r_\downarrow^*\simeq-1+2i\sqrt\sigma\). Thus
\begin{equation}
g_{\rm mix}\simeq1+w\int_0^{1/w}\!\left[-1+2(1+i)\sqrt\sigma\right]d\sigma
=\frac{4(1+i)}{3\sqrt w}.
\end{equation}
Very strong exchange drives the mixing conductance to zero. Down electrons meet a high wall; up electrons meet a deep well in which their speed is badly mismatched. Both return with amplitude near \(-1\), so the transverse spin returns too.

\section{Numbers for a sodium-like metal}

Sodium has nearly free electrons and suits the model for N. Take a rough Fermi energy of 3.2~eV, and \(\Delta=1.6\)~eV, a rough size for 3d ferromagnets. Then \(w=1.6/(2\times3.2)=0.25\) and \(k_F=\sqrt{2mE_F}/\hbar=9.16\)~nm\(^{-1}\). The channel density is \(k_F^2/4\pi=6.68\)~nm\(^{-2}\), so \(G_{\rm Sh}=2.59\times10^{14}\)~S/m\(^2\) per spin.

At normal incidence, \(c=1\), the amplitudes are \(r_\uparrow=-0.056\) and \(r_\downarrow=0.072\). At \(c=0.1\), a closed channel, they are \(-0.303\) and \(-0.200-0.980i\). That channel contributes
\begin{equation}
1+0.303(-0.200+0.980i)=0.939+0.297i .
\end{equation}
Over all channels the formulas give
\begin{align}
g_\uparrow&=\frac{8(1.25^{3/2}-1)}{3(0.25)^2}-\frac4{0.25}=0.962,\\
g_\downarrow&=\frac{8(0.75^{3/2}-1)}{3(0.25)^2}+\frac4{0.25}-\frac{4(0.25)}3=0.713,\\
g_{\rm mix}&=0.996+0.059i .
\end{align}
The mean spin conductance is 0.837, which is what Eq.~\eqref{wrong} would assign to \(g_{\rm mix}\). The missing 0.159 is the reflection-difference term of Eq.~\eqref{identity}. The distance \(|g_{\rm mix}-1|=0.060\) lies below the bound \(\sqrt{0.0382\times0.2872}=0.105\). In conductance units, \(G_{\rm mix}=(2.58+0.15i)\times10^{14}\)~S/m\(^2\).

With \(E_F\) and the band alignment held fixed, changing the exchange splitting gives the following values. Those for \(w>1\) come from numerical quadrature of Eq.~\eqref{average}.
\begin{center}
\begin{tabular}{cccc}
\(w\)&\((g_\uparrow+g_\downarrow)/2\)&\(\operatorname{Re}g_{\rm mix}\)&\(\operatorname{Im}g_{\rm mix}\)\\
0.05&0.967&1.000&0.012\\
0.5&0.684&0.984&0.119\\
1&0.438&0.923&0.237\\
4&0.348&0.581&0.303\\
100&0.115&0.132&0.115
\end{tabular}
\end{center}
The real part stays within 8\% of Sharvin up to \(w=1\), where the mean has lost more than half its value. It then falls.

The Sharvin value is not an upper limit. If the bands are not placed symmetrically, write \(k_s^2/k_F^2=c+w_s\). For \(w_\uparrow=5\) and \(w_\downarrow=-0.1\), quadrature gives \(g_{\rm mix}=1.046+0.065i\). The open channels with amplitudes of opposite sign now outweigh the closed ones.

\section{What a real interface changes}

Mixing conductances govern spin pumping and spin-transfer torque in metallic multilayers, where values are roughly \(10^{14}\) to \(10^{15}\)~S/m\(^2\). The example lies in that range, but sodium is not a typical spacer: noble metals have about 2.3 to 3.3 times its electron density and hence more channels. Aligned bands are also an idealization. Lowering both bands of F by 1~eV, with all else fixed, gives \(g_{\rm mix}=0.975\); lowering them by 5~eV gives 0.830. The imaginary part is then zero, because every channel is open to both spins and a sharp step gives real amplitudes. A doubled mass in F, with \(\psi'/m\) continuous, gives 0.976, again with no closed channels. In relative terms the imaginary part is thus the more sensitive to the bands: it vanishes in all three cases, while the real part falls by between 2\% and 17\% of its value in the example.

Other changes are smaller here. Replacing the step by a linear ramp 0.2~nm wide, divided into 40 uniform layers, gives \(0.988+0.052i\). A ferromagnet 5~nm thick between two sodium leads gives \(0.991+0.055i\). Its thickness exceeds the length \(\pi/(k_{F\uparrow}-k_{F\downarrow})=1.36\)~nm over which normally incident up and down waves in F acquire a phase difference \(\pi\). Some coherence still crosses the layer: the sum \(\sum_{lm}t_\uparrow^{lm}(t_\downarrow^{lm})^*/M\) has modulus 0.16, so F does not absorb all the transverse spin that N loses. Thermal averaging at 300~K and fixed chemical potential changes the real part by about one part in a million. To leading orders \(E\operatorname{Re}g_{\rm mix}=E-\Delta^2/(64E)\), and the linear term has no thermal correction.

The largest change comes from the electron distribution. Equation~\eqref{def} multiplies the accumulation \(s_{\rm in}\) of electrons moving toward F. In a diffusive metal carrying spin current, the local accumulation is instead \(s=(s_{\rm in}+s_{\rm out})/2\), if each direction is described by its channel average. The current is \(I=G_{\rm Sh}(s_{\rm in}-s_{\rm out})=G_{\rm mix}s_{\rm in}\), so \(s_{\rm in}=s+I/(2G_{\rm Sh})\). Eliminating \(s_{\rm in}\) gives, for \(G_{\rm eff}=I/s\),
\begin{equation}
\frac1{G_{\rm eff}}=\frac1{G_{\rm mix}}-\frac1{2G_{\rm Sh}} .
\end{equation}
In the example \(G_{\rm eff}=(5.10+0.61i)\times10^{14}\)~S/m\(^2\), almost twice \(G_{\rm mix}\). The channel average is itself an approximation, because grazing and normally incident electrons arrive with different accumulations. Solving the kinetic equation with isotropic scattering in N and the same step amplitudes gives \(G_{\rm eff}/G_{\rm Sh}=2.15+0.31i\) for the accumulation at the interface and \(1.92+0.11i\) for the accumulation extrapolated from the bulk, against \(1.97+0.23i\) from the formula. In this example the formula is thus good to about 10\% for the real part, but only to about a factor of two for the imaginary part. At weaker exchange the imaginary part is less reliable still: for \(w=0.05\) the formula gives 0.047, while the kinetic equation gives 0.098 at the interface and 0.014 extrapolated from the bulk. A conductance inferred from the accumulation in a diffusive layer should be compared with \(G_{\rm eff}\), within these limits, and not with \(G_{\rm mix}\). Spin--orbit coupling, real d bands and interface disorder are not included in these estimates.

All numerical values are calculated from the stated model.
